\section*{Why semilocal functionals lose the attraction between widely separated telluride layers}

Q: I calculated the energy of two telluride layers while pulling them apart. With a semilocal functional the attraction is gone by about one nanometre. The layers still contain polarizable electrons, so what has the functional lost?

A: It has lost the correlation between an electron in one layer and an electron in the other. A semilocal functional has the form
\begin{equation}
E_{\rm xc}=\int f\big(n(\mathbf r),\nabla n(\mathbf r),\tau(\mathbf r)\big)\,d^3r ,
\label{semi}
\end{equation}
where $n$ is the electron density and $\tau$ the kinetic-energy density of the occupied orbitals. Call the layers $A$ and $B$. If their densities do not overlap, each point belongs to one layer or to neither. There $f$ has its isolated-layer value, or zero in empty space, so
\begin{equation}
\Delta E_{\rm xc}=\int [f(A+B)-f(A)-f(B)]\,d^3r=0 .
\label{add}
\end{equation}

Q: So the fault is that the functional knows only the density?

A: No. The exact ground-state energy is also a functional of the density. The fault is the single integral over local quantities. A double integral such as $\frac12\iint n(\mathbf r)\Phi(\mathbf r,\mathbf r')n(\mathbf r')\,d^3r\,d^3r'$ can couple separated layers although it too uses the density alone. Nonlocal correlation functionals such as vdW-DF use a density-dependent kernel $\Phi$ of this kind.

Q: Could self-consistency restore the attraction?

A: Not for identical, neutral, closed-shell layers without permanent polarization. Without overlap, the semilocal potential in $A$ depends on $A$ alone. The laterally averaged field of $B$ vanishes outside it. A lateral charge ripple of wavevector $G$ has an outside potential obeying Laplace's equation, hence proportional to $e^{-Gz}$. The isolated solutions therefore remain solutions, up to exponentially small terms.

\section{How quickly the overlap disappears}

Q: Real densities have tails. How large is the remainder?

A: An orbital bound by the work function $W$, with zero lateral wavevector, decays outside as $e^{-\sqrt{2mW}z/\hbar}$; at the same energy, a lateral wavevector makes the decay faster. Its square gives
\begin{equation}
n\simeq a e^{-\kappa z},\qquad \kappa=2\sqrt{2mW}/\hbar .
\end{equation}
For $W=5$ eV, $\kappa=22.9\ \mathrm{nm^{-1}}$. Let $D$ be the distance between the facing atomic planes. I use Hartree atomic units for the formulas of this section. Local exchange has $f=-C_xn^{4/3}$ with $C_x=\frac34(3/\pi)^{1/3}$. Put $u=\kappa(z-D/2)$. Then
\begin{align}
n_A&=ae^{-\kappa D/2}e^{-u},\qquad n_B=ae^{-\kappa D/2}e^{u},\\
n_A+n_B&=ae^{-\kappa D/2}\,2\cosh u,\\
n_A^{4/3}+n_B^{4/3}&=a^{4/3}e^{-2\kappa D/3}\,2\cosh(4u/3).
\end{align}
Since $dz=du/\kappa$, the interaction per area is
\begin{equation}
\frac{\Delta E_x}{A}\simeq-\frac{C_xa^{4/3}I}{\kappa}e^{-2\kappa D/3},
\label{tail}
\end{equation}
\begin{equation}
I=\int_{-\infty}^{\infty}\left[(2\cosh u)^{4/3}-2\cosh(4u/3)\right]du=2.650 .
\end{equation}
For large $|u|$ the integrand approaches $\frac43e^{-2|u|/3}$, so the integral converges and the middle of the gap dominates. Replacing the layer bodies by tails costs a relative error of order $e^{-\kappa D/3}$, apart from factors set by the layer width.

Q: What density did you use to test this?

A: A smooth planar sheet of half width $w$,
\begin{equation}
n(z)=\frac{n_0\cosh b}{\cosh b+\cosh\kappa z},\qquad b=\kappa w .
\end{equation}
Its tail amplitude is $a=2n_0\cosh b$. To normalize it, note that
\begin{equation}
\frac{d}{dx}\ln\frac{e^x+e^b}{e^x+e^{-b}}=-\frac{\sinh b}{\cosh b+\cosh x}.
\end{equation}
The logarithm falls from $2b$ to zero across the line. The electron number per area is thus
\begin{equation}
N=\frac{n_0\cosh b}{\kappa}\frac{2b}{\sinh b}=2wn_0\coth b .
\end{equation}
With six valence electrons per site, $6.245$ sites per $\mathrm{nm^2}$ and $w=0.10$ nm, $N=37.5\ \mathrm{nm^{-2}}$ and $n_0=184\ \mathrm{nm^{-3}}$. At $D=1.4$ nm, integration over the complete profile gives $-1.4251\times10^{-3}\ \mathrm{meV/nm^2}$ for local exchange; equation (\ref{tail}) gives $-1.4253\times10^{-3}$.

Q: Does a gradient correction change the conclusion?

A: It changes the size and can change the sign: on the same density, B88 exchange with LYP correlation gives a repulsive overlap term, about $+2.4\ \mathrm{meV/nm^2}$ at $1.0$ nm, which also decays exponentially. The PBE exchange energy density is the local one times a factor between 1 and 1.804, so around midgap it is still bounded by a multiple of $n^{4/3}$. Close to $A$, the difference in (\ref{add}) tends to zero with the exponentially small density and gradient of $B$. The same reasoning covers other semilocal forms if $f$ is regular and vanishes with the density.

At $D=0.8$ nm the full exchange-correlation interaction is $-17.7\ \mathrm{meV/nm^2}$ in the local density approximation (LDA) and $-11.1$ in PBE. At $1.4$ nm the values are $-0.0023$ and $-0.0025$. PBE is weaker at the first gap and slightly stronger at the second, but both nearly vanish.

Q: Kinetic energy and electrostatics are not part of $E_{\rm xc}$. Do they also vanish?

A: Yes. First take the kinetic energy. Give every electron of a layer the same real profile $\varphi=\sqrt{n/N}$ across the gap and hold its in-plane motion fixed. Define
\begin{equation}
S=\int\varphi_A\varphi_B\,dz,\quad
t=\tfrac12\int(\varphi_A')^2dz,\quad
t_{AB}=\tfrac12\int\varphi_A'\varphi_B'\,dz .
\end{equation}
The orthogonal combinations are $(\varphi_A\pm\varphi_B)/\sqrt{2(1\pm S)}$, with kinetic energies $(t\pm t_{AB})/(1\pm S)$. Closed shells fill both, with $N$ electrons per area in each. Hence
\begin{align}
\frac{\Delta T}{A}&=N\left[\frac{t+t_{AB}}{1+S}+\frac{t-t_{AB}}{1-S}-2t\right]\nonumber\\
&=N\left[\frac{2t-2St_{AB}}{1-S^2}-2t\right]
=\frac{2N(S^2t-St_{AB})}{1-S^2}.
\end{align}
In the gap the two slopes have opposite signs, so $t_{AB}$ is negative; it approaches $-\kappa^2S/8$ at wide gaps and is about 20% smaller in magnitude at $1.0$ nm. The result is repulsive. The product $\varphi_A\varphi_B$ is constant across the gap, so $S\propto De^{-\kappa D/2}$ and $\Delta T\propto D^2e^{-\kappa D}$ at large $D$.

For electrostatics, the cross term of the field energy $(8\pi)^{-1}\int(F_A+F_B)^2dz$ is
\begin{equation}
\frac{\Delta E_{\rm es}}{A}=\frac1{4\pi}\int F_AF_B\,dz .
\end{equation}
Place the positive charge of each layer on its atomic plane. Each field outside its sheet then comes from the electron tail not yet enclosed. Between the layers the fields are opposed and their product is proportional to $-e^{-\kappa D}$, giving an attraction of order $De^{-\kappa D}$. At $1.0$ nm the two terms are $+0.083$ and $-0.011\ \mathrm{meV/nm^2}$.

These are estimates with frozen, superposed densities. They omit the energy of the density rearrangement due to orthogonalization. It is of order $S^2$, like the kinetic term itself, and can cancel much of that term, so $+0.083$ is not the net repulsion. Both contributions vanish exponentially with the gap; at $1.0$ nm $S=4.7\times10^{-4}$.

\section{What persists without overlap}

Q: If the densities do not touch, how can the electrons attract?

A: Their Coulomb interaction crosses empty space. Represent one polarizable site in each layer by a charge $e$ on a spring, with mass $m$ and frequency $\omega_0$. For displacements along one axis,
\begin{equation}
H=\sum_{i=1}^{2}\left(\frac{p_i^2}{2m}+\frac12m\omega_0^2x_i^2\right)+m\omega_0^2\gamma x_1x_2 .
\end{equation}
Introduce $x_\pm=(x_1\pm x_2)/\sqrt2$. Then $x_1x_2=(x_+^2-x_-^2)/2$, and the modes separate with $\omega_\pm=\omega_0\sqrt{1\pm\gamma}$. Using $\sqrt{1\pm\gamma}=1\pm\gamma/2-\gamma^2/8+\cdots$,
\begin{equation}
\Delta E=\frac{\hbar\omega_0}{2}\left(\sqrt{1+\gamma}+\sqrt{1-\gamma}-2\right)
\simeq-\frac{\gamma^2}{8}\hbar\omega_0 .
\label{pair1}
\end{equation}
The linear shifts cancel; the curvature of the square root leaves an attraction for either sign of $\gamma$.

Q: Would I see this in the density?

A: Barely. Each mode has $\langle x_\pm^2\rangle=\hbar/(2m\omega_\pm)$. With $s_0^2=\hbar/(2m\omega_0)$,
\begin{align}
\frac{\langle x_1x_2\rangle}{s_0^2}
&=\frac12\left[\frac1{\sqrt{1+\gamma}}-\frac1{\sqrt{1-\gamma}}\right]\simeq-\frac{\gamma}{2},\\
\frac{\langle x_1^2\rangle}{s_0^2}-1
&=\frac12\left[\frac1{\sqrt{1+\gamma}}+\frac1{\sqrt{1-\gamma}}\right]-1\simeq\frac{3\gamma^2}{8}.
\end{align}
The mean dipoles remain zero. The joint motion changes in first order, but the density of either oscillator changes in second order. The energy follows the joint motion:
\begin{equation}
m\omega_0^2\gamma\langle x_1x_2\rangle\simeq-\frac{\gamma^2}{4}\hbar\omega_0 .
\end{equation}
This is twice the net gain (\ref{pair1}); the other half pays for distorting the oscillators.

At a site separation $R=1$ nm along the axis, the example below has $\gamma=-0.012$. The normalized correlation is $6.0\times10^{-3}$, while the squared width changes by $5.4\times10^{-5}$ of its isolated value. Diagonalization in a basis of oscillator quanta gives these numbers and confirms the expansions.

Q: How does this become an attraction between layers?

A: Let $\alpha=e^2/(4\pi\varepsilon_0m\omega_0^2)$ be the polarizability volume. The dipole interaction gives $\gamma=\alpha/R^3$ for each of the two directions perpendicular to $\mathbf R$ and $\gamma=-2\alpha/R^3$ along it. The squares add as $1+1+4=6$:
\begin{equation}
\Delta E=-\frac{6}{8}\hbar\omega_0\frac{\alpha^2}{R^6}
=-\frac{C_6}{R^6},\qquad C_6=\frac34\hbar\omega_0\alpha^2 .
\end{equation}
Now let each layer have $\sigma$ sites per area, and replace the sum over the second layer by an integral over the lateral distance $\rho$. With $s=\rho^2+D^2$ and $ds=2\rho\,d\rho$,
\begin{align}
\frac{E}{A}&=-\sigma^2C_6\int_0^\infty\frac{2\pi\rho\,d\rho}{(\rho^2+D^2)^3}
=-\pi\sigma^2C_6\int_{D^2}^{\infty}\frac{ds}{s^3}\nonumber\\
&=-\frac{\pi\sigma^2C_6}{2D^4}.
\label{sheet}
\end{align}
This power law holds for insulating sheets, at leading order in the coupling and without retardation.

Q: Neighbouring sites in a layer also interact. Does adding pairs survive that?

A: Approximately. For dipoles $\mathbf p_i$ vibrating at frequency $\omega$, the equations of motion are
\begin{equation}
\left(1-\frac{\omega^2}{\omega_0^2}\right)\mathbf p_i+\alpha\sum_{j\ne i}T_{ij}\mathbf p_j=0,\qquad
T_{ij}=\frac{1-3\hat{\mathbf R}\hat{\mathbf R}}{R^3},
\end{equation}
where $\mathbf R$ joins sites $i$ and $j$. The squared frequencies are $\omega_0^2$ times the eigenvalues of $1+\alpha T$. The interaction is the sum of $\hbar\omega/2$ over the modes of both layers, minus the same sum for the isolated layers.

I evaluated this for two triangular lattices. As a test, $\alpha$ was reduced a thousandfold, so that coupling within a layer hardly matters; at $D=1.0$ nm the mode sum was then $0.9998$ times (\ref{sheet}). With the full $\alpha$ it is $0.83$ times the pair sum. The smooth cutoff of the lattice sum makes the all-mode energies quoted here about 1% too large in magnitude; without it the ratio is $0.82$, and the energies at $0.8$, $1.0$, $1.2$ and $1.4$ nm are $-26.3$, $-10.9$, $-5.4$ and $-2.9\ \mathrm{meV/nm^2}$. The softest mode is a long-wave, transverse, in-plane one. For a triangular lattice of constant $a$, $\sum_{j\ne i}R_{ij}^{-3}=11.034/a^3$, so with $a=0.43$ nm and the $\alpha$ used below its $(\omega/\omega_0)^2$ tends to $1-11.034\,\alpha/(2a^3)=0.584$. The finite grid and cutoff give $0.595$. Both are positive, so the coupled layers are stable.

\section{Numbers for a telluride-like gap}

Q: Put both mechanisms on one scale for me.

A: I choose a lattice constant of $0.43$ nm, $\alpha=0.006\ \mathrm{nm^3}$ and $\hbar\omega_0=8$ eV. Then
\begin{equation}
C_6=\tfrac34(8)(0.006)^2=2.16\times10^{-4}\ \mathrm{eV\,nm^6},
\end{equation}
and at $D=1.0$ nm
\begin{equation}
\frac EA=-\frac{\pi(6.245)^2(2.16\times10^{-4})}{2}
=-0.0132\ \mathrm{eV/nm^2}.
\end{equation}
That is $-13.2\ \mathrm{meV/nm^2}$. Including all collective modes gives $-11.0\ \mathrm{meV/nm^2}$, or $-1.76\ \mathrm{mJ/m^2}$. With the layers otherwise unchanged, the gap dependence is:
\begin{center}
\begin{tabular}{cccc}
$D$ (nm) & LDA xc & PBE xc & all dipole modes\\
0.8 & $-17.7$ & $-11.1$ & $-26.5$\\
1.0 & $-0.92$ & $-0.84$ & $-11.0$\\
1.2 & $-0.047$ & $-0.049$ & $-5.4$\\
1.4 & $-0.0023$ & $-0.0025$ & $-3.0$
\end{tabular}
\end{center}
All energies are in $\mathrm{meV/nm^2}$. From $1.0$ to $1.4$ nm the LDA term falls by a factor of about 390, the dipole attraction by 3.7. The local exponent of the latter is $3.89$, slightly below four because the ratio of the mode sum to the pair sum rises with $D$ over this range.

Q: Then why do some semilocal calculations bind the layers at their normal spacing?

A: Equation (\ref{add}) no longer applies there. At a gap of $0.28$ nm the model's midgap density is $0.69$ of the density at the plane centre of an isolated layer; at $1.0$ nm it is $2.5\times10^{-4}$. In the model, the LDA overlap term equals the pair-summed attraction near $0.74$ nm. This is a crossing of magnitudes, not a replacement of one mechanism by the other: binding through overlap depends on the functional and has the wrong distance law. The point-dipole formula is not reliable at $0.28$ nm either, because the charge clouds are then as large as their separation.

Q: How close is this to a real material?

A: The parameters are rough values for tellurium-terminated layers such as those of antimony telluride, whose usual gap is roughly $0.28$ nm. The gaps in the table describe layers being separated, not the equilibrium crystal. The midgap density at $0.28$ nm is probably too high, since a uniform sheet gives all valence electrons the slowest tail; I would therefore expect the real crossing at a smaller gap. The planar model also omits lateral structure. For a lattice of exponential atomic tails with the same $\kappa$, the midgap density at $1.0$ nm still varies across the cell by up to about a third of its mean, but at fixed mean density this changes the average of $n^{4/3}$ by less than 1%. The scale of $0.03$ in the numerical output is the damping of one lateral component of an orbital, not this full variation.

The largest omission is depth. Antimony telluride has five atomic planes per layer. Giving all five the same polarizability, $0.19$ nm apart, multiplies the pair sum at $1.0$ nm by $4.5$, to about $60\ \mathrm{meV/nm^2}$ in magnitude. Screening by the intervening planes is left out of that factor. Coupling all ten planes, stacked ABC, lowers the value to about $47\ \mathrm{meV/nm^2}$, but the softest squared mode then drops to about $0.06$, so point dipoles this close are near their instability and the number is only indicative. The omission makes the single-plane attraction too weak, so it does not weaken the contrast with the overlap terms. Depth also changes the distance law: between $1.0$ and $1.4$ nm the five-plane pair sum falls roughly as $D^{-3}$, because the layer is nearly as thick as the gap. The power $D^{-4}$ returns only when the gap is much larger than the layer thickness.

Q: My films are heavily $p$-type. Does the $D^{-4}$ law still hold?

A: Free carriers break the insulating assumption. For a carrier sheet of density $n_s$ and mass $m^*$, Newton's law and charge conservation give $\omega_q^2=n_se^2q/(2\varepsilon_0m^*)$. The potential of a charge wave of wavevector $q$ reaches the other sheet reduced by $e^{-qD}$, so the coupled frequencies are $\omega_q\sqrt{1\pm e^{-qD}}$. Summing their zero-point energies,
\begin{equation}
\frac{E}{A}=\frac{\hbar}{4\pi}\int_0^\infty q\,\omega_q
\left[\sqrt{1+e^{-qD}}+\sqrt{1-e^{-qD}}-2\right]dq .
\end{equation}
Set $q=x/D$. The factor $q\,dq$ supplies $D^{-2}$ and $\omega_q\propto q^{1/2}$ supplies $D^{-1/2}$, so at wide gaps this attraction falls as $D^{-5/2}$, more slowly than that of the bound electrons. The formula for $\omega_q$ drops the carriers' kinetic energy. The neglected terms, relative to $\omega_q^2$, are $\frac34qa^*$ and $q^3a^*/(4k_F^2)$, where $a^*=4\pi\varepsilon_0\hbar^2/(m^*e^2)$ is the effective Bohr radius and $k_F=\sqrt{2\pi n_s}$ for one spin-degenerate band. With $q\sim1/D$, the gap must therefore exceed both $a^*$ and $(a^*/4k_F^2)^{1/3}$ by a wide margin; a high carrier density alone does not suffice. For $n_s=0.1\ \mathrm{nm^{-2}}$ and $m^*=0.2$ electron masses these lengths are $0.26$ and $0.47$ nm, so a gap of $1.0$ nm is marginal. There the integral gives $-2.9\ \mathrm{meV/nm^2}$, whereas the random-phase approximation with the full response of the two-dimensional gas gives $-1.9$. Screening by the host enlarges $a^*$ and pushes the $D^{-5/2}$ regime to wider gaps. Dielectric screening and damping are neglected in this estimate. A semilocal functional misses this contribution for the same reason: it needs no overlap.

Q: Do temperature or the finite speed of light matter?

A: Little for the bound oscillators at these gaps. Their quantum is 155 times $k_BT$ at 600 K, so they stay in their ground state. Retardation becomes important when $D$ approaches $c/\omega_0=24.7$ nm, far beyond the gaps considered.

Q: What should I change in my calculation?

A: For a separation curve, add a term that couples two distant points: a nonlocal correlation functional or an interatomic dispersion correction. Near the usual gap its short-range part must be matched to the chosen semilocal functional, because that functional already contains an overlap term of its own, attractive for LDA and PBE in this model and repulsive for some other gradient corrections. At wide gaps, check the distance law as well as the energy: an exponential tail shows that the coupling is missing. Expect $D^{-4}$ only for insulating layers much thinner than the gap. For doped layers, pairwise corrections and functionals of the vdW-DF type miss the slower carrier term; it needs a calculation of the layers' collective response, such as the random-phase approximation. The numerical output lists the separate contributions at each gap.

\section*{Table of computed values}
\begin{verbatim}
Work function 5.0 eV; lattice 0.43 nm
Valence electrons per site 6; half width 0.10 nm
Polarizability volume 0.0060 nm^3; oscillator 8.0 eV
Cell area 0.1601 nm^2; site density 6.245 nm^-2
Density decay constant kappa 22.91 nm^-1
Plane-centre scale density n0 183.6 nm^-3
Midgap / plane-centre density at 0.28 nm: 6.900e-01
Midgap / plane-centre density at 1.00 nm: 2.538e-04
Orbital overlap S at 1.0 nm: 4.684e-04
Overlap integral I: 2.6500
LDA exchange at 1.4 nm, libxc: -1.4251e-03 meV/nm^2
LDA exchange at 1.4 nm, formula: -1.4253e-03 meV/nm^2
Axial coupling gamma at R = 1 nm: -0.0120
Correlation <x1 x2>/<x^2>_0: 6.0005e-03
Relative change of density width <x1^2>: 5.4006e-05
Axial part of pair energy: -0.1440 meV
C6: 2.160e-04 eV nm^6
Pair energy at 1 nm, six modes: -0.2160 meV
Weak-coupling mode sum / sheet formula at 1 nm: 0.9998
Interaction energies in meV/nm^2:
D=0.8 nm: LDA xc -1.769e+01, PBE xc -1.112e+01
  orthogonalization 4.649e+00, penetration -8.154e-01
  oscillators: pair sum -32.306, all modes -26.458
D=1.0 nm: LDA xc -9.160e-01, PBE xc -8.359e-01
  orthogonalization 8.293e-02, penetration -1.094e-02
  oscillators: pair sum -13.232, all modes -10.999
D=1.2 nm: LDA xc -4.662e-02, PBE xc -4.860e-02
  orthogonalization 1.309e-03, penetration -1.385e-04
  oscillators: pair sum -6.381, all modes -5.407
D=1.4 nm: LDA xc -2.335e-03, PBE xc -2.469e-03
  orthogonalization 1.912e-05, penetration -1.689e-06
  oscillators: pair sum -3.445, all modes -2.976
All-mode attraction at 1.0 nm: -1.762 mJ/m^2
All modes / pair sum at 1.0 nm: 0.831
Local decay exponent, 1.0 to 1.4 nm, all modes: 3.89
Softest squared mode (omega/omega0)^2: 0.595
Gap where |LDA xc| equals pair-sum attraction: 0.737 nm
Neglected effects at D = 1.0 nm:
Five planes per layer (0.19 nm apart) / one plane: 4.52
Free carriers 0.1 nm^-2, mass 0.2 m_e, unscreened: -2.942 meV/nm^2
Retardation length c/omega0: 24.7 nm
Oscillator energy / kT at 600 K: 155
Midgap lateral corrugation, relative scale: 0.028
\end{verbatim}
